Polarization-Controlled Tunnelling Through a 2 nm Barrier: The WKB Ratio

**Problem**

A ferroelectric tunnel junction consists of two metal electrodes separated by a thin ferroelectric film. Model the film as a rectangular barrier of width d = 2 nm. In one polarization state the barrier stands φ_low = 1.9 eV above the Fermi level, and in the other φ_high = 2.1 eV. The electron has the free mass m everywhere, and the bias is close to zero.

(a) Find the WKB exponential for the tunnelling probability in each state, and the ratio R of the low-barrier exponential to the high-barrier one.

(b) Explain by an expansion about the mean height why a height change of only 10% matters so much. How does R depend on the film thickness?

(c) What change of thickness, at the mean height, would alter the exponential by the same factor R?

(d) Match the waves at the two faces. How does the ratio of full transmission probabilities differ from R if the electrons have kinetic energy E = 5 eV at the Fermi level in both electrodes?

(e) Estimate separately the effects of a lighter tunnelling mass, a tilted barrier, the image force, and the spread of electron energies at 300 K. Which assumption matters most for a hafnia junction?

**Solution**

**(a) The two exponentials**

Take x normal to the film, with the barrier between x = 0 and x = d. For an electron at the Fermi level moving along x, the potential energy in the film exceeds the total energy by φ. The Schrödinger equation there is

−(ħ²/2m) ψ″ + φψ = 0.

Multiplying by −2m/ħ² and rearranging gives

ψ″ = κ²ψ,  κ = √(2mφ)/ħ.

The solution that decays from left to right is exp(−κx). Across the film the amplitude falls by exp(−κd). A probability is the squared modulus of an amplitude, so the exponential we need is

P = exp(−2κd).

For a barrier whose height varies slowly with position, WKB replaces κd by the integral of κ(x) over the forbidden region. Here κ is constant and the integral is simply κd.

It is convenient to separate the constants from the height:

κ = q√φ,  q = √(2m)/ħ.

With φ in eV and κ in nm⁻¹, q has the numerical value 5.1232. Then

κ_low = 5.1232 × √1.9 = 7.0618 nm⁻¹,

κ_high = 5.1232 × √2.1 = 7.4242 nm⁻¹.

Multiplication by 2d = 4 nm gives the exponents

S_low = 28.247,  S_high = 29.697,

and therefore

P_low = exp(−28.247) = 5.40 × 10⁻¹³,

P_high = exp(−29.697) = 1.27 × 10⁻¹³.

In the ratio the exponents subtract:

R = P_low/P_high = exp(S_high − S_low) = exp(1.4495) = 4.26.

The low-barrier exponential is thus larger by a factor near 4.3. Had we compared amplitudes instead of probabilities, the exponent would have been halved and the ratio would have been √R = 2.06.

**(b) Why a small height change matters**

Write the mean height as φ₀ = 2.0 eV and the difference as Δ = φ_high − φ_low = 0.2 eV. Then φ_high = φ₀ + Δ/2 and φ_low = φ₀ − Δ/2. With κ₀ = q√φ₀ and y = Δ/(2φ₀),

ln R = 2κ₀d [√(1 + y) − √(1 − y)].

The two square roots expand as

√(1 + y) = 1 + y/2 − y²/8 + y³/16 − …,

√(1 − y) = 1 − y/2 − y²/8 − y³/16 − ….

The constant and quadratic terms cancel in the difference, which leaves y + y³/8 + …. Hence

ln R = 2κ₀d (y + y³/8 + …)

= (κ₀dΔ/φ₀)[1 + Δ²/(32φ₀²) + …].

For our numbers κ₀ = 7.2453 nm⁻¹, and the leading term is

κ₀dΔ/φ₀ = 7.2453 × 2 × 0.2/2.0 = 1.4491.

The next term changes this by a relative amount 0.2²/(32 × 2.0²), about 0.0003, which brings it to 1.4495. The linear formula is therefore ample here.

The leading term can also be read as half the exponent at the mean height, κ₀d, times the relative height change, Δ/φ₀. The relative change is only 0.1, but κ₀d is about 14.5. A small fractional change of a large exponent is a change of order one, and this multiplies the probability by a factor of several.

If both heights are held fixed, ln R is proportional to d. For another thickness,

R(d) = 4.26^(d/2 nm).

A 1 nm film would give 2.06, and a 4 nm film about 18. The larger ratio has a price. Doubling the thickness squares each exponential, so P_low falls from 5.4 × 10⁻¹³ to about 3 × 10⁻²⁵. A thicker film distinguishes the states better but passes far less tunnelling current. In a real junction the heights may themselves change with thickness, so this scaling belongs to the comparison at fixed heights.

**(c) The equivalent thickness**

At the mean height, widening the film by δd multiplies the exponential by exp(−2κ₀δd). This is a reduction by the factor R when

2κ₀δd = ln R,

δd = 1.4495/(2 × 7.2453 nm⁻¹) = 0.100 nm.

The leading expression for ln R shows where this number comes from:

δd ≈ (κ₀dΔ/φ₀)/(2κ₀) = dΔ/(2φ₀).

The decay constant has cancelled. To this order, the thickness change is half the relative height change times the film thickness, whatever the mass.

A thickness difference of 0.1 nm, or 5% of the film, thus changes the tunnelling exponential as much as polarization reversal does. Within one junction the thickness stays fixed during switching, so the two states can still be told apart. Between different junctions, however, such a difference can make the low-barrier state of one look like the high-barrier state of another. A readout that uses one common current threshold is then unreliable, even though each junction switches properly.

**(d) Matching at the two faces**

The exponential describes the decay inside the film. It does not include the partial reflection at its abrupt faces. Let the electrodes have the same wave number k = q√E at the Fermi level, and write

left electrode: exp(ikx) + r exp(−ikx),

film: A exp(−κx) + B exp(κx),

right electrode: t exp(ikx).

With equal masses, ψ and ψ′ are continuous at both faces. Because the electrodes are identical, the transmission probability is T = |t|².

At the left face the growing part B is smaller than A by a factor of order exp(−2κd), which is below 10⁻¹² for both barriers, and can be dropped. The two conditions become

1 + r = A,  ik(1 − r) = −κA.

Multiply the first by ik and add the second. The terms in r cancel:

2ik = (ik − κ)A,  so A = 2ik/(ik − κ).

At the right face both parts must be kept, because they have comparable sizes there:

A exp(−κd) + B exp(κd) = t exp(ikd),

−κA exp(−κd) + κB exp(κd) = ikt exp(ikd).

Multiply the first by κ and subtract the second. This removes B:

2κA exp(−κd) = (κ − ik)t exp(ikd).

Now take squared moduli. Since |κ − ik|² = κ² + k² and |A|² = 4k²/(k² + κ²),

T = [4κ²/(k² + κ²)] [4k²/(k² + κ²)] exp(−2κd)

= 16k²κ²/(k² + κ²)² × exp(−2κd).

Finally k² = q²E and κ² = q²φ, and the factors of q cancel:

T = [16Eφ/(E + φ)²] exp(−2κd).

This holds for a thick barrier, 2κd ≫ 1. For E = 5 eV the prefactor is 3.193 at the low barrier and 3.333 at the high one. The transmission ratio is

T_low/T_high = (3.193/3.333) × 4.261 = 4.08.

A direct numerical solution of the Schrödinger equation for the two barriers gives 4.082, in agreement. The matching lowers the ratio by about 4%. The direction follows from the prefactor, which depends on φ/E and is largest when φ = E. Both heights lie below E, so the higher barrier is slightly better matched to the electrodes. For heights above E the correction would have the opposite sign. This is for equal masses. With a barrier mass μm and ψ′/mass continuous, φ/μ replaces φ in the prefactor, and for μ = 0.2 and E = 5 eV the matching raises the ratio by about 3%.

**(e) What the simple model leaves out**

The following changes are made one at a time. Everything not mentioned is held fixed, and the matching prefactor is left out again, so each result is to be compared with R = 4.26.

*Tunnelling mass.* Inside an insulator the decay is governed by the band structure. In the simplest description the free mass is replaced by an effective mass μm. Since κ is proportional to the square root of the mass, both exponents are multiplied by √μ, and so is their difference:

R_μ = exp(√μ ln R) = R^√μ.

For μ = 0.2, a rough value for hafnia,

R_μ = exp(0.4472 × 1.4495) = exp(0.648) = 1.91.

The ratio is more than halved. The same change makes the barrier far more transparent: the low-barrier exponent falls from 28.2 to 12.6. A light mass therefore helps the current and harms the contrast. The rule κ ∝ √(μφ) is reliable only near the band edge. A level 2 eV below the conduction band of a gap E_g of 5.5 to 6 eV lies far from the edge, where κ rises more slowly with φ. The two-band form κ = q√[μφ(1 − φ/E_g)] with μ = 0.2 gives a ratio of only about 1.25 to 1.3, so 1.91 belongs to the parabolic model.

*Tilt.* Polarization leaves bound charge on the two faces of the film, and real electrodes screen it imperfectly. Suppose that screening moves the barrier end at one electrode by a₁ and the end at the other by a₂ in the opposite sense, with a₁ ≥ a₂ ≥ 0. For the two polarization states, labelled s = +1 and s = −1, the end heights are

φ_left = φ₀ + sa₁,  φ_right = φ₀ − sa₂.

The mean height is φ₀ + s(a₁ − a₂)/2. Reversal changes it by a₁ − a₂, which must equal Δ = 0.2 eV. The height difference between the ends is a₁ + a₂. It cannot be smaller than Δ, and it equals Δ when a₂ = 0. In this picture, then, a change of mean height comes with a tilt.

Take the case of least tilt. One end stays at 2.0 eV while the other moves between 1.8 and 2.2 eV. The mean heights are still 1.9 and 2.1 eV. For a linear profile from φ_a to φ_b the WKB exponent is

S = 2q ∫₀ᵈ √[φ_a + (φ_b − φ_a)x/d] dx.

Use the local height u as the variable, with dx = d du/(φ_b − φ_a):

S = [2qd/(φ_b − φ_a)] ∫√u du

= (4qd/3)(φ_b^(3/2) − φ_a^(3/2))/(φ_b − φ_a),

where the u integral runs from φ_a to φ_b. Inserting the two pairs of end heights gives exponents of 28.244 and 29.694, and a ratio of 4.26. To the accuracy of interest this least tilt has no effect on the ratio: the decrease of κ on one side of the film nearly balances the increase on the other. Larger tilts at the same Δ raise the ratio slowly, to 4.33 for a₂ = 0.5 eV and 4.54 for a₂ = 1.0 eV.

The tilt matters in another way. It corresponds to an internal field of

0.2 V/(2 nm) = 0.1 V/nm = 1 MV/cm.

With the electrodes short-circuited, this field opposes the polarization. Coercive fields of hafnia-based films are roughly 1 to 2 MV/cm, so the field is not a small disturbance. Imperfect screening provides the readout signal when it is unequal at the two electrodes, but the field it leaves in the film can endanger retention of the stored state.

*Image force.* An electron in the film is attracted by the charge it induces in the metals. For two ideal metal planes at 0 and d, an electron at x has opposite image charges at distances 2x, 2nd − 2x and 2nd + 2x, where n = 1, 2, 3, …. It has two like image charges at each distance 2nd. The energy is half the sum of the Coulomb terms, because the images are induced by the electron itself. With K = e²/(4πε₀ε_r),

V(x) = −(K/4){1/x + Σₙ[1/(nd − x) + 1/(nd + x) − 2/(nd)]}.

At the midpoint the opposite images lie at d, 3d, 5d, … and the like images at 2d, 4d, …, two at each distance. The sum becomes

V(d/2) = −(K/d)(1 − 1/2 + 1/3 − 1/4 + …) = −K ln 2/d.

For a rough optical permittivity ε_r = 5 this lowers the barrier by 0.100 eV at its middle, and by more towards the faces. Integrating κ numerically between the points where φ + V = 0 gives exponents of 25.159 and 26.708. Their difference is 1.549, and the ratio rises to 4.71.

The sensitivity of the exponent shows what competes here:

dS/dφ = q ∫dx/√[φ + V(x)].

The moving end points contribute nothing, because κ vanishes there. A smaller local height increases the integrand, while a shorter forbidden region reduces the range of integration. The computed exponents show that the first effect wins for this film. The classical image potential is itself doubtful within atomic distances of a metal, so the 10% increase is an estimate of size. It also depends on the permittivity, reaching 12% for ε_r = 4.

*Energy spread.* Electrons at other energies and angles also carry current. Assume equal parabolic bands in the electrodes, the same mass in the film as in the electrodes, and conservation of the momentum parallel to the film. Transmission then depends on the normal energy E_z alone. The transverse motion is two-dimensional and has a constant density of states. At small voltage V_b the difference between the electrode occupations is eV_b(−∂f/∂E), where f is the Fermi function. Its integral over the transverse energy, from zero to infinity, is eV_b f(E_z). The conductance is therefore

G ∝ ∫T(E_z) f(E_z) dE_z.

Let ε be the normal energy measured from the Fermi level. The barrier seen by that electron is φ − ε. At 0 K the states with ε < 0 contribute. Using the WKB exponential for T, with c = 2qd and w = √(φ − ε), so that dε = −2w dw,

∫exp[−c√(φ − ε)] dε = ∫2w exp(−cw) dw

= (2/c²)(1 + c√φ) exp(−c√φ).

The w integral runs from √φ to infinity. Extending it beyond the bottom of the electrode band is harmless, because those electrons face a barrier higher by 5 eV. Since c√φ is the exponent S found in part (a), the conductance ratio at 0 K is

G_low/G_high = R(1 + S_low)/(1 + S_high)

= 4.261 × 29.247/30.697 = 4.06.

The high barrier gains slightly because its transmission falls more slowly as the normal energy decreases, so a wider band of energies contributes.

At 300 K, kT = 0.02585 eV. Some electrons now lie above the Fermi level and meet a lower barrier. Near the Fermi level T grows as exp(bε), with b = S/(2φ), which is 7.43 eV⁻¹ for the low barrier and 7.07 eV⁻¹ for the high one. The leading Sommerfeld correction adds (π²/6)(kT)²bT, with T taken at the Fermi level, to the 0 K integral (2/c²)(1 + S)T. Since b = c²/(2S), the relative increase is (π²/6)(bkT)² S/(1 + S), about 5.9% and 5.3%. Most of this cancels in the ratio. The full numerical integral gives 4.08 at 300 K, so temperature has little effect on the contrast in this model.

This value nearly equals the transmission ratio in part (d), but the two corrections are different. One comes from reflection at the faces, the other from the range of energies. Neither number contains both.

**Comparison with a hafnia junction**

A width of 2 nm and heights near 2 eV are in the rough range of interest for ultrathin hafnium-zirconium-oxide tunnel junctions. The actual height depends on the electrodes and interfaces, and the 0.2 eV change is a chosen input. Of the assumptions tested here, the free mass matters most for the ratio. Replacing it by 0.2m takes the ratio from 4.3 to 1.9 in the parabolic model, and to about 1.3 when the flattening of κ deep in the gap is included. The image force (for ε_r = 5), the least tilt, the matching and the energy spread each move it by about 10% or less.

The model also omits current through defects and grain boundaries, interface layers, and any change in the film's structure on switching. Their effect cannot be obtained from the numbers given here. A parallel leakage current that is the same in both states would pull the measured ratio towards one. Leakage that itself depends on polarization could move it either way.

The result R ≈ 4.3 is therefore a statement about two exponentials for a rectangular barrier and the free mass. It shows how strongly tunnelling responds to a small height change, but it should not be used as the expected resistance ratio of a hafnia device. The numerical output below lists the main calculated values.

Computed values

```
Barrier width: 2.0 nm
Low and high barriers: 1.9, 2.1 eV
Decay constant at 1 eV, free mass: 5.1232 1/nm
kappa, low and high: 7.0618, 7.4242 1/nm
2 kappa d, low and high: 28.2472, 29.6967
WKB exponential, low barrier: 5.400e-13
WKB exponential, high barrier: 1.267e-13
Logarithm of ratio: 1.4495
Ratio of WKB probability exponentials: 4.261
Ratio of amplitudes, square forgotten: 2.064
Mean height: 2.0 eV; kappa there: 7.2453 1/nm
Logarithm from linear expansion: 1.4491
Thickness change giving same ratio: 0.100 nm
Electrode kinetic energy: 5.0 eV
Matching prefactors, low and high: 3.193, 3.333
Numerically solved transmission ratio: 4.082
Light barrier mass: 0.2 free masses
Exponential ratio with light mass: 1.912
Moving end of tilted barrier: 1.8, 2.2 eV
Internal field of tilted barrier: 1.00 MV/cm
Exponential ratio with tilt: 4.263
Optical relative permittivity: 5.0
Image lowering at midpoint: 0.100 eV
Image-force exponents: 25.159, 26.708
Exponential ratio with image force: 4.707
Temperature: 300 K; thermal energy: 0.02585 eV
WKB conductance ratio at 0 K: 4.060
WKB conductance ratio at 300 K: 4.083
```
